# Saturation of the dipole correlation in a hard cone: a numerical check

```python
"""Dipole diffusing in a hard cone: plateau of the rank-one correlation.

Result under test: C(t) = <u(0).u(t)> tends to S^2, S = (1 + cos(theta0))/2,
for a unit vector u with rotational diffusion constant D, a reflecting wall
at polar angle theta0, no torque inside, and an equilibrium start.
Also tested: initial slope -2D, the integral of C - S^2 over time, and the
sum rule that links 1 - S^2 to the static response of a fixed cone.
Symbols: x = cos(theta), x0 = cos(theta0); reduced time is D*t.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.linalg import eigh
from scipy import constants as const


def order(x0):
    return (1 + x0) / 2


def modes(x0, m, size=36):
    """Rates (units of D) and weights in C(t) for azimuthal number m = 0, 1.

    Galerkin method with polynomials p(x) for m = 0 and sin(theta)*p(x) for
    m = 1; the reflecting wall is the natural boundary condition.
    """
    y, w = leg.leggauss(2 * size)
    half = (1 - x0) / 2
    x = half * y + (1 + x0) / 2
    w = w * half
    p = leg.legvander(y, size - 1)
    dp = leg.legval(y, leg.legder(np.eye(size))).T / half
    s2 = 1 - x**2
    if m == 0:
        mass = p.T @ (w[:, None] * p)
        stiff = dp.T @ ((w * s2)[:, None] * dp)
        overlap = p.T @ (w * x)
    else:
        g = s2[:, None] * dp - x[:, None] * p
        mass = p.T @ ((w * s2)[:, None] * p)
        stiff = g.T @ (w[:, None] * g) + p.T @ (w[:, None] * p)
        overlap = p.T @ (w * s2)
    rates, vectors = eigh(stiff, mass)
    return rates, (vectors.T @ overlap)**2 / (1 - x0)


def correlation(times, x0):
    total = np.zeros(np.size(times))
    for m in (0, 1):
        rates, weights = modes(x0, m)
        total += np.exp(-np.outer(times, rates)) @ weights
    return total


def time_integrals(x0):
    """Closed forms, in units of 1/D: axial part and both transverse parts."""
    b = 1 + x0
    axial = (4 / 3 - 4 * b + b**2 + b**3 / 3 + 2 * b**2 * np.log(2 / b))
    axial /= 4 * (1 - x0)
    across = (1 - x0) * (2 + x0) / 6 - x0 * (1 + x0) * (1 - x0) / 4
    return axial, across


# Spectral tests for narrow and wide cones.
worst_plateau = worst_integral = worst_slope = 0.0
for degrees in (20, 40, 75, 90, 120, 150):
    c0 = np.cos(np.radians(degrees))
    late = correlation([30.0], c0)[0]
    worst_plateau = max(worst_plateau, abs(late - order(c0)**2))
    r0, a0 = modes(c0, 0)
    r1, a1 = modes(c0, 1)
    numeric = np.array([np.sum(a0[1:] / r0[1:]), np.sum(a1 / r1)])
    error = np.max(np.abs(numeric - np.array(time_integrals(c0))))
    worst_integral = max(worst_integral, error)
    short = 1e-5
    slope = (correlation([short], c0)[0] - 1) / short
    worst_slope = max(worst_slope, abs(slope + 2))
assert worst_plateau < 1e-7
assert worst_integral < 1e-7
# The finite short time leaves a wall correction of order sqrt(D*t).
assert worst_slope < 0.03

# Full sphere: plain Debye decay.
free_times = np.array([0.1, 0.5, 2.0])
free_error = np.max(np.abs(correlation(free_times, -1.0)
                           - np.exp(-2 * free_times)))
assert free_error < 1e-7

# Example parameters (round values).
angle_deg = 40.0
diffusion = 1e7                 # 1/s
dipole_debye = 4.0
density_nm3 = 0.5
temperature = 300.0
x0 = np.cos(np.radians(angle_deg))
S = order(x0)
plateau = S**2

# Random walkers; a step that would leave the cone is refused.
rng = np.random.default_rng(7)
walkers, step = 10000, 0.05
reduced_step = step**2 / 2


def walk(start, steps):
    u = start.copy()
    for _ in range(steps):
        trial = u + step * rng.standard_normal(u.shape)
        trial /= np.sqrt(np.sum(trial**2, axis=1))[:, None]
        inside = trial[:, 2] >= x0
        u[inside] = trial[inside]
    return u


z = rng.uniform(x0, 1, walkers)
phi = rng.uniform(0, 2 * np.pi, walkers)
rho = np.sqrt(1 - z**2)
start = np.column_stack([rho * np.cos(phi), rho * np.sin(phi), z])
middle = walk(start, 80)
final = walk(middle, 720)
walk_middle = np.mean(np.sum(start * middle, axis=1))
walk_late = np.mean(np.sum(start * final, axis=1))
theory_middle = correlation([80 * reduced_step], x0)[0]
on_axis = np.tile([0.0, 0.0, 1.0], (walkers, 1))
walk_axis = np.mean(walk(on_axis, 800)[:, 2])
# Tolerance covers sampling noise and the finite step at the wall.
assert abs(walk_late - plateau) < 0.01
assert abs(walk_middle - theory_middle) < 0.015
assert abs(walk_axis - S) < 0.01


def biased_mean(a):
    """Boltzmann mean of u in the cone with energy -kT * a.u."""
    y, w = leg.leggauss(50)
    x = (1 - x0) / 2 * y + (1 + x0) / 2
    f = np.arange(64) * 2 * np.pi / 64
    X, F = np.meshgrid(x, f, indexing="ij")
    R = np.sqrt(1 - X**2)
    u = np.array([R * np.cos(F), R * np.sin(F), X])
    weight = w[:, None] * np.exp(np.tensordot(a, u, axes=1))
    return np.sum(u * weight, axis=(1, 2)) / np.sum(weight)


h = 1e-3
response = sum((biased_mean(h * e)[i] - biased_mean(-h * e)[i]) / (2 * h)
               for i, e in enumerate(np.eye(3)))
assert abs(response - (1 - plateau)) < 1e-6

# Worked example.
kT = const.k * temperature
mu = dipole_debye * 1e-21 / const.c
n = density_nm3 * 1e27
axial, across = time_integrals(x0)
tau = (axial + across) / (1 - plateau) / diffusion
rate_axial = modes(x0, 0)[0][1]
rate_across = modes(x0, 1)[0][0]
full_strength = n * mu**2 / (3 * const.epsilon_0 * kT)
fast_strength = full_strength * (1 - plateau)
grid = np.linspace(0, 10 * tau, 400)
single = plateau + (1 - plateau) * np.exp(-grid / tau)
single_error = np.max(np.abs(correlation(grid * diffusion, x0) - single))

# Size of neglected effects.
wall_deg = 5.0
theta = np.linspace(0, np.pi, 40001)
excess = np.maximum(theta - np.radians(angle_deg), 0)
soft = np.sin(theta) * np.exp(-excess**2 / (2 * np.radians(wall_deg)**2))
soft_plateau = (np.sum(soft * np.cos(theta)) / np.sum(soft))**2
tilt = 1 / (1 - x0)             # one kT between axis and rim
axis_liked = np.sum(biased_mean(np.array([0, 0, tilt]))**2)
rim_liked = np.sum(biased_mean(np.array([0, 0, -tilt]))**2)
eps_fast = 2.6
local = (eps_fast + 2) / 3
field_MV_cm = 2.0
a = mu * field_MV_cm * 1e8 * local / kT
field_along = np.sum(biased_mean(np.array([0, 0, a]))**2)
field_against = np.sum(biased_mean(np.array([0, 0, -a]))**2)
field_across = np.sum(biased_mean(np.array([a, 0, 0]))**2)
interaction = mu**2 * n / (4 * np.pi * const.epsilon_0 * kT)
group_mass_u, arm_nm = 79.0, 0.2
inertia = group_mass_u * const.atomic_mass * (arm_nm * 1e-9)**2
inertia_time = inertia * diffusion / kT
window, backbone = 1e-6, 1.0    # s
hot = 400.0

print("TESTS")
print(f"largest plateau error, six cones: {worst_plateau:.1e}")
print(f"largest time-integral error (1/D): {worst_integral:.1e}")
print(f"largest slope error at D*t=1e-5 (D): {worst_slope:.4f}")
print(f"free-sphere error against exp(-2Dt): {free_error:.1e}")
print(f"walkers, late correlation: {walk_late:.4f}")
print(f"walkers at D*t={80 * reduced_step:.2f}: {walk_middle:.4f}")
print(f"mode sum at the same time: {theory_middle:.4f}")
print(f"walkers started on axis, late: {walk_axis:.4f}")
print(f"static response sum from small field: {response:.6f}")
print("EXAMPLE")
print(f"cone half-angle: {angle_deg:.0f} deg, cosine {x0:.5f}")
print(f"diffusion constant: {diffusion:.1e} 1/s")
print(f"dipole: {dipole_debye:.1f} D; density: {density_nm3:.1f} nm^-3")
print(f"temperature: {temperature:.0f} K")
print(f"mean axial projection S: {S:.5f}")
print(f"plateau S^2: {plateau:.5f}; decaying part: {1 - plateau:.5f}")
print(f"slowest axial rate: {rate_axial:.3f} D")
print(f"slowest transverse rate: {rate_across:.3f} D")
print(f"axial time integral: {axial:.6f} /D")
print(f"transverse time integral: {across:.6f} /D")
print(f"mean decay time tau: {tau * 1e9:.2f} ns")
print(f"free dipole time 1/(2D): {0.5e9 / diffusion:.1f} ns")
for t_ns in (0, 5, 10, 20, 50, 100):
    t = t_ns * 1e-9
    c = correlation([t * diffusion], x0)[0]
    e = plateau + (1 - plateau) * np.exp(-t / tau)
    print(f"t={t_ns:3d} ns: C={c:.5f}, single exponential={e:.5f}")
print(f"largest single-exponential error: {single_error:.5f}")
print(f"full dipole strength, no local field: {full_strength:.4f}")
print(f"fast strength, no local field: {fast_strength:.4f}")
print("NEGLECTED EFFECTS")
print(f"plateau, soft wall of width {wall_deg:.0f} deg: {soft_plateau:.4f}")
print(f"plateau, axis favoured by 1 kT: {axis_liked:.4f}")
print(f"plateau, rim favoured by 1 kT: {rim_liked:.4f}")
print(f"fast permittivity assumed: {eps_fast:.1f}")
print(f"local-field factor on field: {local:.3f}")
print(f"local-field factor on strength: {local**2:.3f}")
print(f"working field: {field_MV_cm:.1f} MV/cm; energy/kT: {a:.3f}")
print(f"plateau, field along axis: {field_along:.4f}")
print(f"plateau, field against axis: {field_against:.4f}")
print(f"plateau, field across axis: {field_across:.4f}")
print(f"unscreened dipole interaction/kT: {interaction:.3f}")
print(f"group mass: {group_mass_u:.0f} u; arm: {arm_nm:.1f} nm")
print(f"inertial time: {inertia_time * 1e15:.4f} fs")
print(f"window: {window * 1e6:.0f} us; backbone time: {backbone:.0f} s")
print(f"axis drift, window/backbone time: {window / backbone:.1e}")
print(f"fast strength at {hot:.0f} K: {fast_strength * temperature / hot:.4f}")
print("checks complete")
```

Running it gives:

```
TESTS
largest plateau error, six cones: 2.2e-16
largest time-integral error (1/D): 7.4e-14
largest slope error at D*t=1e-5 (D): 0.0135
free-sphere error against exp(-2Dt): 2.2e-16
walkers, late correlation: 0.7816
walkers at D*t=0.10: 0.8844
mode sum at the same time: 0.8815
walkers started on axis, late: 0.8830
static response sum from small field: 0.220272
EXAMPLE
cone half-angle: 40 deg, cosine 0.76604
diffusion constant: 1.0e+07 1/s
dipole: 4.0 D; density: 0.5 nm^-3
temperature: 300 K
mean axial projection S: 0.88302
plateau S^2: 0.77973; decaying part: 0.22027
slowest axial rate: 30.132 D
slowest transverse rate: 7.453 D
axial time integral: 0.000140 /D
transverse time integral: 0.028727 /D
mean decay time tau: 13.11 ns
free dipole time 1/(2D): 50.0 ns
t=  0 ns: C=1.00000, single exponential=1.00000
t=  5 ns: C=0.92808, single exponential=0.93013
t= 10 ns: C=0.88145, single exponential=0.88243
t= 20 ns: C=0.82792, single exponential=0.82761
t= 50 ns: C=0.78488, single exponential=0.78458
t=100 ns: C=0.77985, single exponential=0.77984
largest single-exponential error: 0.00223
full dipole strength, no local field: 0.8090
fast strength, no local field: 0.1782
NEGLECTED EFFECTS
plateau, soft wall of width 5 deg: 0.7094
plateau, axis favoured by 1 kT: 0.8140
plateau, rim favoured by 1 kT: 0.7462
fast permittivity assumed: 2.6
local-field factor on field: 1.533
local-field factor on strength: 2.351
working field: 2.0 MV/cm; energy/kT: 0.988
plateau, field along axis: 0.7877
plateau, field against axis: 0.7718
plateau, field across axis: 0.7873
unscreened dipole interaction/kT: 0.193
group mass: 79 u; arm: 0.2 nm
inertial time: 0.0127 fs
window: 1 us; backbone time: 1 s
axis drift, window/backbone time: 1.0e-06
fast strength at 400 K: 0.1337
checks complete
```
